# Carbonyl force constants of molybdenum hexacarbonyl from three stretching bands

Molybdenum hexacarbonyl, Mo(CO)$_6$, is a volatile solid whose vapour can carry molybdenum to a growing film. The molecule is octahedral, with six linear Mo–C–O arms. Its CO stretching fundamentals are taken as the rough, rounded wavenumbers

- $A_{1g}$: 2120 cm$^{-1}$
- $E_g$: 2020 cm$^{-1}$
- $T_{1u}$: 2000 cm$^{-1}$

Let $r_i$ be the increase in length of CO bond $i$. Two bonds are cis if their arms are at right angles and trans if their arms are opposite. The model potential is

$$2V=k\sum_i r_i^2+2k_c\sum_{\rm cis}r_ir_j+2k_t\sum_{\rm trans}r_ir_j ,$$

with each of the 12 cis pairs and 3 trans pairs counted once. The motion is harmonic. Until part (g), coupling to Mo–C stretches and to bends is neglected. The masses are $m_C=12$ u and $m_O=15.99491$ u.

## (a) Equations of motion

**Question.** Show that the six bond stretches obey a closed set of equations, and find the mass that enters.

**Answer.** Let $u_i$ and $w_i$ be the outward displacements of C and O along arm $i$. Then $r_i=w_i-u_i$ to first order, because a sideways displacement changes the bond length only in second order. The potential depends on $u_i$ and $w_i$ through $r_i$ alone, so

$$m_O\ddot w_i=-\frac{\partial V}{\partial r_i},\qquad m_C\ddot u_i=+\frac{\partial V}{\partial r_i}.$$

Divide each equation by its mass and subtract the second from the first:

$$\ddot r_i=-\left(\frac1{m_O}+\frac1{m_C}\right)\frac{\partial V}{\partial r_i}=-\frac1m\frac{\partial V}{\partial r_i},\qquad m=\frac{m_Cm_O}{m_C+m_O}=6.85621\ {\rm u}.$$

No two CO bonds share an atom, so there is no kinetic coupling between them. The metal mass and the bond lengths drop out.

In $V$ a cis pair contributes $k_cr_ir_j$, since the factor 2 in the definition cancels the 2 in $2V$. Hence

$$\frac{\partial V}{\partial r_i}=k\,r_i+k_c\sum_{j\,{\rm cis\,to}\,i}r_j+k_t\,r_{\bar i},$$

where $\bar i$ is the bond trans to $i$. For a normal mode $r_i=a_i\cos(2\pi c\nu t)$, two time derivatives give a factor $-(2\pi c\nu)^2$, and the equations become

$$F a_i=k\,a_i+k_c\sum_{j\,{\rm cis\,to}\,i}a_j+k_t\,a_{\bar i},\qquad F\equiv m(2\pi c\nu)^2 .$$

Each observed wavenumber thus supplies one eigenvalue $F$ of the force-constant matrix.

## (b) Symmetry and eigenvalues

**Question.** Find the eigenvalues, their degeneracies and their symmetry labels.

**Answer.** Let bonds 1 and 2 lie on $+x$ and $-x$. Define the sum $s_x=a_1+a_2$ and the difference $d_x=a_1-a_2$, and likewise for $y$ and $z$. All four bonds on the other axes are cis to bonds 1 and 2, so

$$Fa_1=ka_1+k_ta_2+k_c(s_y+s_z),\qquad Fa_2=ka_2+k_ta_1+k_c(s_y+s_z).$$

Subtraction removes the cis terms:

$$Fd_x=(k-k_t)d_x .$$

The same holds for $d_y$ and $d_z$. These three patterns transform like $x,y,z$ and change sign under inversion, so they form $T_{1u}$.

Addition gives $Fs_x=(k+k_t)s_x+2k_c(s_y+s_z)$. With $S=s_x+s_y+s_z$ this is

$$Fs_x=(k+k_t-2k_c)s_x+2k_cS .$$

If $S=0$, the last term vanishes and $F=k-2k_c+k_t$. Two independent patterns satisfy $S=0$. They transform like $2z^2-x^2-y^2$ and $x^2-y^2$, which is $E_g$. The remaining pattern has $s_x=s_y=s_z=S/3$. Then $2k_cS=6k_cs_x$, and $F=k+4k_c+k_t$. This is the in-phase mode, $A_{1g}$. In summary,

$$F_A=k+4k_c+k_t,\qquad F_E=k-2k_c+k_t,\qquad F_T=k-k_t,$$

with degeneracies $1+2+3=6$, which accounts for all six stretches.

Without interactions the three levels coincide. If only $k_t$ is present, $A_{1g}$ and $E_g$ still coincide, because only the cis coupling distinguishes them. The small-oscillation treatment requires all three eigenvalues to be positive.

## (c) Assignment

**Question.** How can infrared and polarized Raman spectra identify the three bands?

**Answer.** Inversion reverses a dipole and leaves a polarizability unchanged. Of these modes, only $T_{1u}$ can therefore appear in the infrared fundamental spectrum, and only the two $g$ modes in the Raman spectrum.

A bond model shows how the two Raman bands differ. Let each stretched bond change the polarizability by $r_i(\alpha\,\mathbf e_i\mathbf e_i^{\rm T}+\beta\,\mathbf 1)$, where $\mathbf e_i$ is its direction. The sum over bonds is diagonal, with elements $\alpha s_x+\beta S$, $\alpha s_y+\beta S$ and $\alpha s_z+\beta S$. For $A_{1g}$ they are equal. The induced dipole is then parallel to the incident field, and nothing passes a crossed analyser. For $E_g$, $S=0$ and the trace vanishes. A non-zero traceless tensor has unequal principal values, so molecules at general orientations scatter some light into the crossed polarization.

## (d) Inversion

**Question.** Express $k$, $k_c$ and $k_t$ through the three eigenvalues. Which constants do the two Raman bands determine without the infrared band?

**Answer.** The difference of the two $g$ eigenvalues contains only the cis constant:

$$F_A-F_E=6k_c .$$

To isolate $k$, weight each eigenvalue by its degeneracy:

$$F_A+2F_E+3F_T=(1+2+3)k+(4-4)k_c+(1+2-3)k_t=6k .$$

This is the trace of the force-constant matrix, whose six diagonal elements are all $k$. Finally $k_t=k-F_T$. Thus

$$k=\frac{F_A+2F_E+3F_T}{6},\qquad k_c=\frac{F_A-F_E}{6},\qquad k_t=\frac{F_A+2F_E-3F_T}{6}.$$

The solution is unique once the bands are assigned, because each constant has been solved for explicitly.

The Raman bands alone fix $k_c$ and the combination $k+k_t=(F_A+2F_E)/3$. A transfer of any amount from $k$ to $k_t$ leaves both bands in place. The infrared band breaks this ambiguity because it contains $k-k_t$.

The order of the two lower bands also has a direct meaning, since

$$F_E-F_T=2(k_t-k_c).$$

If $E_g$ lies above $T_{1u}$, the trans constant exceeds the cis constant in this model.

## (e) Numerical values

**Question.** Evaluate the constants for Mo(CO)$_6$. Then treat a fictitious hexacarbonyl with bands at 1932.76 ($A_{1g}$), 1982.08 ($E_g$) and 1887.40 cm$^{-1}$ ($T_{1u}$), and interpret the signs.

**Answer.** For wavenumbers in cm$^{-1}$, $F=4.03956\times10^{-4}\,\nu^2$ N/m. Hence

- $F_A=4.03956\times10^{-4}\times2120^2=1815.54$ N/m
- $F_E=4.03956\times10^{-4}\times2020^2=1648.30$ N/m
- $F_T=4.03956\times10^{-4}\times2000^2=1615.82$ N/m

The constants follow:

$$k=\frac{1815.54+2(1648.30)+3(1615.82)}6=1659.9\ {\rm N/m},$$

$$k_c=\frac{1815.54-1648.30}{6}=27.87\ {\rm N/m},\qquad k_t=1659.93-1615.82=44.11\ {\rm N/m}.$$

Since 1 mdyn/Å is 100 N/m, these are $k=16.60$, $k_c=0.279$ and $k_t=0.441$ mdyn/Å. These digits serve the arithmetic; parts (g) and (h) show how many carry physical meaning.

For the fictitious molecule the eigenvalues are 1509, 1587 and 1439 N/m. The same formulas give $k=1500$, $k_c=-13$ and $k_t=61$ N/m. The cis constant is negative because $A_{1g}$ lies below $E_g$. The inversion assumes no sign.

A positive interaction constant means that stretching two bonds together costs extra energy. Suppose bond 1 is held at $r_1>0$ and the others relax. To first order in the interactions, a cis bond settles at $-k_cr_1/k$ and the trans bond at $-k_tr_1/k$. With the uncoupled constants found above both contract; part (h) shows that the sign of $k_t$, and so the trans contraction, is not secure once neglected effects are included.

This agrees with a simple picture of back-donation: a stretched CO accepts more metal $d$ charge into its antibonding $\pi^*$ orbitals, less remains for the other ligands, and their bonds tighten. The three frequencies are consistent with this picture but do not establish it.

## (f) A restriction and an isotopic prediction

**Question.** A CO on the $z$ axis can interact with $d_{xz}$ and $d_{yz}$. Use orbital sharing to motivate the Cotton–Kraihanzel restriction $k_t=2k_c$, and compare its prediction for $A_{1g}$ with the input. Then, with the unrestricted constants, describe the CO modes when one carbon is $^{13}$C (13.00335 u).

**Answer.** Two trans ligands on $z$ share both orbitals. A ligand on $x$ interacts with $d_{xy}$ and $d_{xz}$, so it shares only one with a ligand on $z$. If the interaction is proportional to the number of shared orbitals, then $k_t=2k_c$. The eigenvalues become

$$F_E=k,\qquad F_T=k-2k_c,\qquad F_A=k+6k_c .$$

The first two give $2k_c=F_E-F_T$, so

$$F_A=F_E+3(F_E-F_T)=4F_E-3F_T=1745.7\ {\rm N/m}.$$

This corresponds to 2078.8 cm$^{-1}$, which is 41.2 cm$^{-1}$ below the input. The unrestricted ratio is $k_t/k_c=1.58$. The miss is large because the general expressions give

$$F_A-(4F_E-3F_T)=6(2k_c-k_t),$$

so any difference between $k_t$ and $2k_c$ enters the error in $F_A$ multiplied by six. For these exact inputs the restriction cannot reproduce all three bands. The same amplification makes the test sensitive to the inputs: lowering $A_{1g}$ and $T_{1u}$ and raising $E_g$ by 5.3 cm$^{-1}$ each, or lowering $T_{1u}$ alone by 14.5 cm$^{-1}$, makes $k_t=2k_c$ exact. Rounded wavenumbers therefore do not rule the restriction out.

For the labelled molecule the potential is unchanged, but bond 1 has a larger reduced mass $m'$. Modes with $a_1=a_2=0$ and no net cis force on bonds 1 and 2 do not notice the label. These are the $T_{1u}$ patterns $d_y$ and $d_z$, and the $E_g$ pattern with $s_y=-s_z$. They stay at 2000, 2000 and 2020 cm$^{-1}$.

In the other three modes the four bonds cis to bond 1 share one amplitude $b$. With $\omega=2\pi c\nu$,

$$\begin{aligned}
m'\omega^2a_1&=ka_1+k_ta_2+4k_cb,\\
m\omega^2a_2&=k_ta_1+ka_2+4k_cb,\\
m\omega^2b&=k_c(a_1+a_2)+(k+2k_c+k_t)b .
\end{aligned}$$

In the last line, each of the four bonds has bonds 1 and 2 and two of its own group as cis partners, and its trans partner is also in the group. Numerical diagonalization gives 1966.6, 2014.0 and 2114.2 cm$^{-1}$.

In the lowest mode the labelled arm carries a fraction 0.872 of the kinetic energy. The mode is mostly local, but not completely. It descends from the infrared-active $T_{1u}$ pattern $d_x$ and tends to 2000 cm$^{-1}$ as $m'\to m$, so it appears in the infrared as a satellite about 33 cm$^{-1}$ below the main band. If each bond's dipole is proportional to $r_i$, it keeps about 0.76 of the intensity of one $T_{1u}$ component. The loss of the inversion centre matters for the other two modes, which descend from $E_g$ and $A_{1g}$: they become infrared allowed, with relative intensities of about 0.2 and 0.01. Its measured position would be a fourth datum with which to test the model. A mismatch of one or two cm$^{-1}$ would not be decisive, because the Mo–C couplings tried in part (g) move the prediction by up to 2.4 cm$^{-1}$ with the three main bands held fixed.

## (g) Coupling to the Mo–C stretches

**Question.** Let $R_i$ be the stretch of Mo–C bond $i$, with force constant $f$. Let the CO/Mo–C interaction constants be $p_0$ on the same arm, $p_c$ between cis arms and $p_t$ between trans arms. Keep the three CO wavenumbers fixed and find how the CO constants must change. Use $f=200$ N/m with $(p_0,p_c,p_t)=(0,0,0)$, $(70,0,0)$ and $(70,-5,-10)$ N/m. These are round trial values.

**Answer.** Within one symmetry species let the CO constant be $F$ and the interaction be $P$. The interactions follow the same pattern as in part (b):

$$P_A=p_0+4p_c+p_t,\quad P_E=p_0-2p_c+p_t,\quad P_T=p_0-p_t .$$

Write $V_r=Fr+PR$ and $V_R=Pr+fR$ for the derivatives of $V$. Carbon is now pulled by both bonds, so $m_C\ddot u=V_r-V_R$, while $m_O\ddot w=-V_r$ as before. Therefore

$$\ddot r=-\frac{V_r}{m}+\frac{V_R}{m_C},\qquad
\ddot R=\frac{V_r}{m_C}-gV_R,\qquad g=\frac1{m_C}+\frac{\epsilon}{M}.$$

Here $M=97.9054$ u is the metal mass, taken as that of the isotope $^{98}$Mo. In the $g$ modes the forces of opposite arms on the metal cancel, so $\epsilon=0$. In $T_{1u}$ they add. The metal's acceleration along an arm then contains the forces of two bonds, and $\epsilon=2$.

Put $\lambda=\omega^2$ and $D=g/m-1/m_C^2$. The two equations have a solution when

$$\lambda^2-\lambda\left(\frac Fm-\frac{2P}{m_C}+gf\right)+D(Ff-P^2)=0 .$$

This is linear in the unknown $F$:

$$F=\frac{\lambda^2+2\lambda P/m_C-\lambda gf-DP^2}{\lambda/m-Df}.$$

Applying part (d) to the three values of $F$ gives, in N/m,

- $(0,0,0)$: $k=1592.0$, $k_c=27.90$, $k_t=44.78$
- $(70,0,0)$: $k=1674.2$, $k_c=27.88$, $k_t=44.21$
- $(70,-5,-10)$: $k=1674.3$, $k_c=22.08$, $k_t=32.60$

An expansion to first order in $f$ and $P$ explains these shifts. Division of numerator and denominator by $\lambda/m$ gives

$$F\simeq m\lambda+\frac{2m}{m_C}P-mgf+m^2Df .$$

Since $m^2D=mg-(m/m_C)^2$, the terms in $g$ cancel:

$$F\simeq m\lambda+2\frac{m}{m_C}P-\left(\frac m{m_C}\right)^2f,\qquad \frac m{m_C}=0.571 .$$

The reason is mechanical. In a fast CO vibration the carbon recoils by $0.571\,r$ towards the metal, so the Mo–C bond is compressed and adds to the restoring force.

With $f=200$ N/m alone, $k$ should fall by about 65 N/m; the full refit gives 68 N/m. An interaction $p_0=70$ N/m raises it by about 80 N/m, which more than offsets the fall. Interactions between different arms go into $k_c$ and $k_t$, with shifts of about $1.14\,p_c$ and $1.14\,p_t$.

Thus $k$ moves by between $-4$ and $+1$ per cent of its uncoupled value in these trials. In the third trial $k_c$ falls by 21 per cent and $k_t$ by 26 per cent. Interactions among the Mo–C stretches and coupling to bends are still omitted, so these figures are not error bounds.

## (h) Anharmonicity, temperature and use

**Question.** Find the effect of raising all three wavenumbers by 25 cm$^{-1}$, a rough anharmonic correction, and of raising each band separately by 5 cm$^{-1}$. Which conclusions survive for a real precursor vapour?

**Answer.** Return to the uncoupled model. The common shift gives $k=1701.1$, $k_c=28.21$ and $k_t=44.65$ N/m. The primary constant rises by 2.5 per cent and the interaction constants by 1.2 per cent. The latter depend on differences of squared wavenumbers, $\nu_1^2-\nu_2^2=(\nu_1-\nu_2)(\nu_1+\nu_2)$, and a common shift changes only the second factor, by a small fraction. A correction that differed between the bands could affect them much more.

The separate shifts show this. The changes in $(k,k_c,k_t)$, in N/m, are

- $A_{1g}$ raised: $(1.4,\,1.43,\,1.43)$
- $E_g$ raised: $(2.7,\,-1.36,\,2.72)$
- $T_{1u}$ raised: $(4.0,\,0,\,-4.04)$

A 5 cm$^{-1}$ error in the infrared band therefore changes $k_t$ by 9 per cent but $k$ by only 0.2 per cent. All three bands should be measured in the same medium, since a solvent may shift them differently.

Temperature matters through the soft modes. At 350 K, a plausible delivery temperature, a mode of 80 cm$^{-1}$ holds on average

$$\bar n=\frac1{e^{hc\nu/k_BT}-1}=2.57$$

quanta. The vapour band is then a superposition of transitions starting from many thermally excited states, and its maximum need not be the fundamental of the cold molecule. The 5 cm$^{-1}$ shift is an assumed allowance for this, not a calculated one.

With these rounded inputs, the trials above span about 16–17 mdyn/Å for $k$, 0.2–0.3 mdyn/Å for $k_c$ and 0.3–0.5 mdyn/Å for $k_t$. These ranges are not bounds for the real molecule, because the effects were varied one at a time. The third trial of part (g) combined with the common 25 cm$^{-1}$ shift, for example, gives $k=17.2$ mdyn/Å.

In relative terms, the size of $k$ is thus the firmest result. Which of the two interaction constants is less certain depends on the neglected couplings. The order $k_t>k_c$ holds in every trial above, but it is fragile. If an interaction of 50 N/m between trans Mo–C stretches is added to the third trial, $k_t$ falls to 16 N/m, below $k_c=22$ N/m. In the uncoupled model, an anharmonic correction of 45 cm$^{-1}$ for $T_{1u}$ and 25 cm$^{-1}$ for the other two bands makes the two constants equal, at about 28 N/m. Both changes applied together to the third trial give $k=17.3$ mdyn/Å, $k_c=22$ N/m and $k_t\approx0$, so even the sign of $k_t$ is not fixed by these inputs.

The constants describe the curvature of the energy along the CO stretches. They do not give the energy needed to remove a CO from the metal, which is one of the quantities that matter for decomposition during deposition. Nor does the inversion apply to a molecule adsorbed on a surface or one that has lost a ligand. There the CO bonds that remain are no longer all equivalent, and three constants are in general too few.
